# Why scanned and steady beams of equal average flux damage differently: a numerical check

```python
"""
Result under test: a scanned and a steady beam of equal average flux give the
same mean density of mobile defects when loss is first order, but the scanned
beam gives more pair clustering, because clustering follows the mean SQUARE.

Rate equation: dn/dt = G(t) - n/tau - 2*kappa*n^2
  n mobile-defect density, G generation rate with mean G0, tau lifetime,
  kappa*n^2 clustering events per volume and time (two defects per event).
Scaled form: time in tau, y = n/(G0*tau), g = G/G0 (mean 1),
  dy/dt = g - lin*y - quad*y^2, with quad = 2*kappa*G0*tau^2 and lin = 1.
F = <n^2>/<n>^2 for first-order loss; duty = on-time / period.
S = extra mean square (same scaling) caused by random single-ion cascades.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad as integrate
from scipy.linalg import expm


def evolve(g, dt, lin, quad, start):
    """Fourth-order Runge-Kutta; g is constant inside each time step."""
    y = start
    path = [y]
    for source in g.tolist():
        k1 = source - lin * y - quad * y * y
        v = y + 0.5 * dt * k1
        k2 = source - lin * v - quad * v * v
        v = y + 0.5 * dt * k2
        k3 = source - lin * v - quad * v * v
        v = y + dt * k3
        k4 = source - lin * v - quad * v * v
        y += dt * (k1 + 2 * k2 + 2 * k3 + k4) / 6
        path.append(y)
    return np.array(path)


def time_mean(values):
    return float(np.mean(0.5 * (values[:-1] + values[1:])))


def periodic_moments(g, period, lin=1.0, quad=0.0):
    """Mean and mean square of y in the settled periodic state."""
    dt = period / len(g)
    y_start = 1.0
    for _ in range(int(np.ceil(25 / period)) + 1):
        path = evolve(g, dt, lin, quad, y_start)
        y_start = float(path[-1])
    return time_mean(path), time_mean(path**2), path


def rectangular(duty, steps):
    on_steps = int(round(duty * steps))
    g = np.zeros(steps)
    g[:on_steps] = steps / on_steps
    return g


def enhancement(period, duty):
    """Derived F for a rectangular pass; period in units of tau."""
    on = duty * period
    off = period - on
    loss = np.expm1(-on) * np.expm1(-off) / (-np.expm1(-period))
    return (1 - loss / on) / duty


# ---- First-order loss: mean preserved, mean square enhanced ----
for period, duty, steps in [(10, 0.1, 2000), (2, 0.5, 1000), (5, 0.3, 1000)]:
    mean, square, _ = periodic_moments(rectangular(duty, steps), period)
    assert abs(mean - 1) < 1e-4
    assert abs(square / enhancement(period, duty) - 1) < 3e-4

# Finite, irregular exposure that starts and ends without mobile defects
rng = np.random.default_rng(7)
burst = np.concatenate([rng.exponential(1.0, 1000), np.zeros(2500)])
burst_path = evolve(burst, 0.01, 1.0, 0.0, 0.0)
assert abs(time_mean(burst_path) / np.mean(burst) - 1) < 1e-3

# Smooth double sweep: variance from filtered harmonics
grid = (np.arange(2000) + 0.5) * 0.005
sweep = np.exp(-((grid - 3) / 0.6)**2 / 2)
sweep += 0.5 * np.exp(-((grid - 6) / 0.4)**2 / 2)
sweep /= sweep.mean()
sweep_mean, sweep_square, _ = periodic_moments(sweep, 10)
harmonics = np.fft.fft(sweep) / len(sweep)
omega = 2 * np.pi * np.fft.fftfreq(len(sweep), 0.005)
filtered = np.abs(harmonics)**2 / (1 + omega**2)
assert abs(sweep_mean - 1) < 1e-4
assert abs(sweep_square - 1 - filtered[1:].sum()) < 1e-3

# Limits: fast scan, slow scan, short pulse
_, fast, _ = periodic_moments(rectangular(0.1, 500), 0.5)
assert abs((fast - 1) / (0.9**2 * 0.5**2 / 12) - 1) < 0.02
_, slow, _ = periodic_moments(rectangular(0.25, 20000), 400)
assert abs(slow / 4 - 1) < 0.02
_, short, _ = periodic_moments(rectangular(0.005, 4000), 4)
assert abs(short / (2 / np.tanh(2)) - 1) < 0.01

# ---- Clustering of any strength: lower mean, yet more clustering ----
for strength in (0.1, 1.0, 10.0):
    steady = (np.sqrt(1 + 4 * strength) - 1) / (2 * strength)
    for wave in (rectangular(0.1, 2000), sweep):
        mean, square, _ = periodic_moments(wave, 10, 1.0, strength)
        assert abs(mean + strength * square - 1) < 2e-3
        assert mean < steady - 1e-3
        assert square > steady**2 + 1e-3

# Only quadratic loss: the time structure has no effect on <n^2>
_, all_quadratic, _ = periodic_moments(rectangular(0.1, 2000), 10, 0.0, 1.0)
assert abs(all_quadratic - 1) < 2e-3

# Fixed on-flux, on-time of one lifetime, longer and longer pauses:
# clustering per ion relative to an uninterrupted beam of the on-flux
per_ion = []
for period in (2, 4, 10):
    _, square, _ = periodic_moments(rectangular(1 / period, 2000), period)
    per_ion.append(square / period)
assert 1 > per_ion[0] > per_ion[1] > per_ion[2]

# ---- Worked example: warm germanium, rough round parameters ----
flux = 1e13            # average ion flux, cm^-2 s^-1
energy_keV = 100.0
temperature = 400.0    # K
tau = 1e-3             # s
period_s = 10e-3       # s between passes
duty = 0.1
width_nm = 60.0        # equivalent width of the damaged layer
length_nm = 20.0       # diffusion length sqrt(D*tau)
cascade_nm = 10.0      # rms half-width of one cascade on each axis
mobile_yield = 50.0    # mobile defects per ion after the cascade has cooled
kappa = 1e-16          # cm^3/s
radius_nm = 0.5        # capture radius for the diffusion-limited ceiling
dose = 1e12            # cm^-2, early stage

period = period_s / tau
generation = flux * mobile_yield / (width_nm * 1e-7)
density = generation * tau
F = enhancement(period, duty)
strength = 2 * kappa * density * tau
_, _, linear_path = periodic_moments(rectangular(duty, 2000), period)
full_mean, full_square, _ = periodic_moments(
    rectangular(duty, 2000), period, 1.0, strength)
steady_full = (np.sqrt(1 + 4 * strength) - 1) / (2 * strength)
full_ratio = full_square / steady_full**2

diffusivity = (length_nm * 1e-7)**2 / tau
ceiling = 4 * np.pi * radius_nm * 1e-7 * diffusivity
efficiency = kappa / ceiling
kT = const.k * temperature / const.e
barrier = -kT * np.log(efficiency)

# ---- Random single-ion cascades in three dimensions ----
cascade_density = flux * 1e-14 * tau / width_nm   # per nm^3 and lifetime


def self_overlap(age):
    variance = cascade_nm**2 + 2 * length_nm**2 * age
    return np.exp(-2 * age) * (4 * np.pi * variance)**-1.5


S = integrate(self_overlap, 0, 30, limit=200, points=[0.1, 1.0])[0]
S /= cascade_density


def sampled_square(on_time, samples=50000, chunk=2500, reach=150.0):
    """Mean square density at a probe point; one period of memory suffices."""
    volume = 4 / 3 * np.pi * reach**3
    squares = []
    for _ in range(samples // chunk):
        counts = rng.poisson(cascade_density * volume * period, chunk)
        owner = np.repeat(np.arange(chunk), counts)
        total = len(owner)
        phase = rng.random(chunk) * period
        age = phase[owner] - rng.random(total) * on_time
        age[age < 0] += period
        r2 = (reach * np.cbrt(rng.random(total)))**2
        s2 = cascade_nm**2 + 2 * length_nm**2 * age
        part = np.exp(-age - r2 / (2 * s2)) / (s2 * np.sqrt(s2))
        field = np.bincount(owner, weights=part, minlength=chunk)
        squares.append((field / ((2 * np.pi)**1.5 * cascade_density))**2)
    squares = np.concatenate(squares)
    return squares.mean(), squares.std() / np.sqrt(len(squares))


mc_steady, err_steady = sampled_square(period)
mc_scan, err_scan = sampled_square(duty * period)
# five standard errors, plus 1 % for the finite reach of the sampled sphere
assert err_steady < 0.06 * mc_steady and err_scan < 0.06 * mc_scan
assert abs(mc_steady - 1 - S) < 5 * err_steady + 0.01 * (1 + S)
assert abs(mc_scan - F - S) < 5 * err_scan + 0.01 * (F + S)
err_difference = np.hypot(err_steady, err_scan)
assert abs(mc_scan - mc_steady - (F - 1)) < 5 * err_difference + 0.05
diluted_ratio = (F + S) / (1 + S)

# ---- Depth-resolved diffusion with an absorbing surface ----
cells, dx = 120, 2.0
depth = (np.arange(cells) + 0.5) * dx
spread = width_nm / np.sqrt(2 * np.pi)
profile = np.exp(-((depth - 50.0) / spread)**2 / 2)
laplace = (np.diag(-2.0 * np.ones(cells)) + np.diag(np.ones(cells - 1), 1)
           + np.diag(np.ones(cells - 1), -1))
laplace[0, 0] = -3.0
laplace[-1, -1] = -1.0
operator = length_nm**2 / dx**2 * laplace - np.eye(cells)
steady_profile = np.linalg.solve(-operator, profile)
depth_steps = 1000
propagator = expm(operator * period / depth_steps)
feed = np.linalg.solve(operator, (propagator - np.eye(cells)) @ profile)
state = np.zeros(cells)
for _ in range(3):
    sum_first, sum_second = np.zeros(cells), np.zeros(cells)
    for source in rectangular(duty, depth_steps):
        new = propagator @ state + source * feed
        sum_first += 0.5 * (state + new)
        sum_second += 0.5 * (state**2 + new**2)
        state = new
mean_profile = sum_first / depth_steps
assert np.max(np.abs(mean_profile - steady_profile)) < 1e-3
F_depth = sum_second.sum() / depth_steps / np.sum(steady_profile**2)
assert F_depth > 1

# ---- Beam heating during one pass (rough germanium values) ----
conductivity, heat_capacity = 0.45, 1.75     # W/(cm K), J/(cm^3 K)
on_s = duty * period_s
power_on = flux / duty * energy_keV * 1e3 * const.e   # W/cm^2
ripple = 2 * power_on * np.sqrt(
    on_s / (np.pi * conductivity * heat_capacity))
slabs, dz = 300, 3e-4
heat = np.zeros((slabs + 1, slabs + 1))
for i in range(slabs - 1):
    rate = conductivity / heat_capacity / dz**2 * on_s
    heat[i, i] -= rate
    heat[i + 1, i + 1] -= rate
    heat[i, i + 1] += rate
    heat[i + 1, i] += rate
heat[0, slabs] = power_on * on_s / (dz * heat_capacity)
assert abs(expm(heat)[0, slabs] / ripple - 1) < 0.02
activation = 0.5       # eV, assumed for the defect lifetime
lifetime_change = activation * ripple / (kT * temperature)

# ---- Early cluster seeds, and their action as new sinks ----
exposure = dose / flux
seeds_steady = kappa * density**2 * (1 + S) * exposure
seeds_scan = kappa * density**2 * (F + S) * exposure
seed_sink = kappa * seeds_scan * tau


def show(label, value, unit="", form=".3g"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


show("ion energy", energy_keV, "keV")
show("temperature", temperature, "K")
show("average flux", flux, "cm^-2 s^-1")
show("average current density", flux * const.e * 1e6, "uA/cm2")
show("flux during a pass", flux / duty, "cm^-2 s^-1")
show("lifetime tau", tau * 1e3, "ms")
show("time between passes", period_s * 1e3, "ms")
show("duty", duty)
show("on-time", on_s * 1e3, "ms")
show("layer width", width_nm, "nm")
show("diffusion length", length_nm, "nm")
show("cascade rms half-width", cascade_nm, "nm")
show("mobile defects per ion", mobile_yield)
show("clustering constant kappa", kappa, "cm3/s")
show("mean generation rate", generation, "cm^-3 s^-1")
show("mean mobile density, both beams", density, "cm^-3")
show("highest density, scanned", density * linear_path.max(), "cm^-3")
show("lowest density, scanned", density * linear_path.min(), "cm^-3")
show("F, formula", F, "", ".4f")
show("F, time integration", time_mean(linear_path**2), "", ".4f")
for trial_ms in (0.1, 1.0, 10.0, 100.0):
    show(f"F at duty 0.1, period {trial_ms:g} ms",
         enhancement(trial_ms * 1e-3 / tau, duty), "", ".4f")
for trial, value in zip((2, 4, 10), per_ion):
    show(f"fixed on-flux, on 1 ms, period {trial} ms: rel. damage per ion",
         value, "", ".3f")
show("only quadratic loss: scanned/steady clustering", all_quadratic,
     "", ".3f")
show("clustering strength 2*kappa*n*tau", strength, "", ".4f")
show("with depletion: steady mean / linear mean", steady_full, "", ".4f")
show("with depletion: scanned mean / linear mean", full_mean, "", ".4f")
show("with depletion: scanned/steady clustering", full_ratio, "", ".3f")
show("cascade term S", S, "", ".3f")
show("Monte Carlo mean square, steady", mc_steady, "", ".2f")
show("  its standard error", err_steady, "", ".2f")
show("Monte Carlo mean square, scanned", mc_scan, "", ".2f")
show("  its standard error", err_scan, "", ".2f")
show("scanned/steady clustering with cascades", diluted_ratio, "", ".3f")
show("F with diffusion and surface sink", F_depth, "", ".3f")
show("peak mean density with diffusion / without", steady_profile.max(),
     "", ".3f")
show("diffusivity", diffusivity, "cm2/s")
show("capture radius", radius_nm, "nm")
show("diffusion-limited kappa", ceiling, "cm3/s")
show("reaction efficiency", efficiency)
show("equivalent reaction barrier", barrier, "eV")
show("dose for seed count", dose, "cm^-2")
show("seeds, steady beam", seeds_steady, "cm^-3")
show("seeds, scanned beam", seeds_scan, "cm^-3")
show("seed sink rate times tau", seed_sink)
show("power density during a pass", power_on, "W/cm2")
show("surface temperature rise in a pass", ripple, "K")
show("assumed activation energy of lifetime", activation, "eV")
show("relative lifetime change by heating", lifetime_change)
print("tests ok")
```

It prints:

```
ion energy: 100 keV
temperature: 400 K
average flux: 1e+13 cm^-2 s^-1
average current density: 1.6 uA/cm2
flux during a pass: 1e+14 cm^-2 s^-1
lifetime tau: 1 ms
time between passes: 10 ms
duty: 0.1
on-time: 1 ms
layer width: 60 nm
diffusion length: 20 nm
cascade rms half-width: 10 nm
mobile defects per ion: 50
clustering constant kappa: 1e-16 cm3/s
mean generation rate: 8.33e+19 cm^-3 s^-1
mean mobile density, both beams: 8.33e+16 cm^-3
highest density, scanned: 5.27e+17 cm^-3
lowest density, scanned: 6.5e+13 cm^-3
F, formula: 3.6793
F, time integration: 3.6793
F at duty 0.1, period 0.1 ms: 1.0007
F at duty 0.1, period 1 ms: 1.0662
F at duty 0.1, period 10 ms: 3.6793
F at duty 0.1, period 100 ms: 9.0000
fixed on-flux, on 1 ms, period 2 ms: rel. damage per ion: 0.538
fixed on-flux, on 1 ms, period 4 ms: rel. damage per ion: 0.388
fixed on-flux, on 1 ms, period 10 ms: rel. damage per ion: 0.368
only quadratic loss: scanned/steady clustering: 1.000
clustering strength 2*kappa*n*tau: 0.0167
with depletion: steady mean / linear mean: 0.9839
with depletion: scanned mean / linear mean: 0.9439
with depletion: scanned/steady clustering: 3.478
cascade term S: 1.530
Monte Carlo mean square, steady: 2.63
  its standard error: 0.08
Monte Carlo mean square, scanned: 5.17
  its standard error: 0.12
scanned/steady clustering with cascades: 2.059
F with diffusion and surface sink: 4.315
peak mean density with diffusion / without: 0.693
diffusivity: 4e-09 cm2/s
capture radius: 0.5 nm
diffusion-limited kappa: 2.51e-15 cm3/s
reaction efficiency: 0.0398
equivalent reaction barrier: 0.111 eV
dose for seed count: 1e+12 cm^-2
seeds, steady beam: 1.76e+17 cm^-3
seeds, scanned beam: 3.62e+17 cm^-3
seed sink rate times tau: 0.0362
power density during a pass: 1.6 W/cm2
surface temperature rise in a pass: 0.0644 K
assumed activation energy of lifetime: 0.5 eV
relative lifetime change by heating: 0.00234
tests ok
```
